**Laboratory energies of fragments from a 10 keV nitrogen molecular ion**

For a parent of kinetic energy E0 that breaks into two equal masses with total centre-of-mass release Q, the program tests the fragment energy E = (E0 + Q)/2 + sqrt(E0 Q) cos θ, where θ is the centre-of-mass emission angle to the beam. It integrates Newton's equations for two repelling atoms in the laboratory frame and asserts that the final energies, and the work done on one fragment, agree with the formulas for equal and unequal masses. It also asserts the ends of the range from laboratory conservation laws, the uniform spectrum of isotropic break-up from random directions, and the largest laboratory angle from a scan. For E0 = 10 keV and Q = 1 eV, the output gives a range of 5000.5 ± 100.0 eV and a largest angle of 0.573 degrees. Further assertions cover break-up inside the accelerating gap, energy loss in a forward gas collision, and the size of the relativistic correction. The output shows that break-up with 1% of the voltage still ahead shifts the N+ centre by 50 eV, and that the two fragments of 14N15N have centres at 4828.1 and 5172.9 eV.

## Program and output

```python
"""
Break-up of a fast diatomic ion: laboratory energies of the fragments.
Result under test, for a parent of kinetic energy E0 and fragments m1, m2:
  E1 = (m1/M) E0 + (m2/M) Q + (2/M) sqrt(m1 m2 E0 Q) cos(theta),  M = m1 + m2
which for equal masses is E0/2 + Q/2 + sqrt(E0 Q) cos(theta).
Q: total kinetic energy of the pair in the centre-of-mass frame (eV)
theta: centre-of-mass angle between fragment 1 and the beam
Units: energy eV, mass u, speed km/s (= nm/ps = mm/us).
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq
from scipy.stats import kstest

U_EV = const.atomic_mass * 1e6 / const.e   # 1 u in eV/(km/s)^2
E0, Q, MASS = 1.0e4, 1.0, 14.0             # mass number used as mass


def fragment_energy(e0, q, m1, m2, cos_theta):
    total = m1 + m2
    return (m1 * e0 + m2 * q
            + 2 * np.sqrt(m1 * m2 * e0 * q) * cos_theta) / total


def kinetic(m, v):
    return 0.5 * m * U_EV * np.sum(np.square(v), axis=-1)


def explode(m1, m2, theta):
    """Integrate Newton's equations in the laboratory frame.
    The atoms start at relative rest on a repulsive curve of height Q.
    Returns both final energies and two works done on atom 1:
    force times beam velocity, and force times velocity relative to it."""
    r0, decay = 0.11, 0.03                 # nm
    beam = np.array([np.sqrt(2 * E0 / ((m1 + m2) * U_EV)), 0.0])
    axis = np.array([np.cos(theta), np.sin(theta)])

    def rhs(t, s):
        sep = s[0:2] - s[2:4]
        r = np.hypot(*sep)
        force = Q / decay * np.exp(-(r - r0) / decay) * sep / r
        return np.concatenate([s[4:6], s[6:8], force / (m1 * U_EV),
                               -force / (m2 * U_EV),
                               [force @ beam, force @ (s[4:6] - beam)]])

    start = np.concatenate([axis * r0 / 2, -axis * r0 / 2, beam, beam, [0, 0]])
    end = solve_ivp(rhs, (0, 0.5), start, method="DOP853",
                    rtol=1e-11, atol=1e-11).y[:, -1]
    return kinetic(m1, end[4:6]), kinetic(m2, end[6:8]), end[8], end[9]


# Dynamics against the formula, equal and unequal masses
for m1, m2 in ((14.0, 14.0), (14.0, 15.0), (15.0, 14.0)):
    for theta in (0.0, 0.7, np.pi / 2, 2.3, np.pi):
        e1, e2, w_beam, w_rel = explode(m1, m2, theta)
        c = np.cos(theta)
        assert abs(e1 - fragment_energy(E0, Q, m1, m2, c)) < 1e-3
        assert abs(e2 - fragment_energy(E0, Q, m2, m1, -c)) < 1e-3
        assert abs(e1 + e2 - E0 - Q) < 1e-3
        cross = 2 * np.sqrt(m1 * m2 * E0 * Q) / (m1 + m2) * c
        assert abs(w_beam - cross) < 1e-3
        assert abs(w_rel - m2 / (m1 + m2) * Q) < 1e-3
fwd1, fwd2, work_beam, work_rel = explode(MASS, MASS, 0.0)

# Ends of the interval from laboratory conservation laws alone
centre, half = (E0 + Q) / 2, np.sqrt(E0 * Q)
e_high = brentq(lambda e: np.sqrt(e) + np.sqrt(E0 + Q - e)
                - np.sqrt(2 * E0), centre, 0.6 * E0)
e_low = E0 + Q - e_high
assert abs(e_high - centre - half) < 1e-6
assert abs(e_low - centre + half) < 1e-6

# Isotropic break-up: random directions, energies from vector addition
v_beam = np.sqrt(E0 / (MASS * U_EV))
v_rel = np.sqrt(Q / (MASS * U_EV))
rng = np.random.default_rng(7)
direction = rng.normal(size=(200000, 3))
direction /= np.linalg.norm(direction, axis=1)[:, None]
sample = kinetic(MASS, v_rel * direction + np.array([0, 0, v_beam]))
ks = kstest(sample, "uniform", args=(e_low, e_high - e_low)).statistic
assert ks < 0.005                          # sampling noise is about 0.002
assert abs(sample.std() - half / np.sqrt(3)) < 0.3
rms_cos2 = np.sqrt(quad(lambda c: 1.5 * c**2 * (half * c)**2, -1, 1)[0])

# Largest laboratory angle by a scan
th = np.linspace(0, np.pi, 200001)
angle = np.max(np.arctan2(v_rel * np.sin(th), v_beam + v_rel * np.cos(th)))
assert abs(angle - np.arcsin(np.sqrt(Q / E0))) < 1e-9

# Relativistic two-body decay
mp.mp.dps = 40
rest = mp.mpf(MASS * const.atomic_mass * const.c**2 / const.e)
parent = 2 * rest + Q
gamma = 1 + E0 / parent
beta = mp.sqrt(1 - 1 / gamma**2)
p_cm = mp.sqrt((parent / 2)**2 - rest**2)
rel_shift = max(abs(float(gamma * (parent / 2 + s * beta * p_cm) - rest)
                    - (centre + s * half)) for s in (-1, 1))
assert rel_shift < 0.01


# Break-up inside the accelerating gap: only the charged fragment gains more
def gap_energy(fraction, theta, gap=10.0):
    def fly(m, x, vx, vy, stop):
        acc = E0 / gap / (m * U_EV)

        def reached(t, s):
            return s[0] - stop
        reached.terminal, reached.direction = True, 1
        sol = solve_ivp(lambda t, s: [s[1], acc, 0.0], (0, 1.0), [x, vx, vy],
                        events=reached, rtol=1e-10, atol=1e-10)
        return sol.y_events[0][0]
    at_break = fly(2 * MASS, 0.0, 0.0, 0.0, fraction * gap)
    final = fly(MASS, fraction * gap, at_break[1] + v_rel * np.cos(theta),
                v_rel * np.sin(theta), gap)
    return kinetic(MASS, final[1:3])


def gap_formula(f, c):
    return f * E0 / 2 + (1 - f) * E0 + Q / 2 + np.sqrt(f * E0 * Q) * c


for f in (0.5, 0.9, 0.99):
    for theta in (0.0, 1.1, np.pi):
        assert abs(gap_energy(f, theta) - gap_formula(f, np.cos(theta))) < 1e-2
gap_centre = gap_energy(0.99, np.pi / 2)

# Forward collision with an equal mass at rest that excites the parent
EXCITE = 10.0
e_after = brentq(lambda e: e + EXCITE + (np.sqrt(E0) - np.sqrt(e))**2 - E0,
                 E0 - 2 * EXCITE, E0)
coll_shift = fragment_energy(e_after, Q, MASS, MASS, 0) - centre
assert abs(coll_shift + EXCITE / 2) < 0.01
OFFSET = 5.0
source_shift = fragment_energy(E0 + OFFSET, Q, MASS, MASS, 0) - centre
m_ion = MASS - const.m_e / const.atomic_mass
electron_shift = fragment_energy(E0, Q, m_ion, MASS, 0) - centre

print(f"Parent kinetic energy E0: {E0:.0f} eV")
print(f"Total centre-of-mass release Q: {Q:.1f} eV")
print(f"Fragment mass: {MASS:.0f} u")
print(f"Parent speed V: {v_beam:.1f} km/s")
print(f"Fragment speed u in centre-of-mass frame: {v_rel:.3f} km/s")
print(f"Centre of interval: {centre:.1f} eV")
print(f"Half-width sqrt(E0 Q): {half:.1f} eV")
print(f"Lowest energy (lab conservation laws): {e_low:.1f} eV")
print(f"Highest energy (lab conservation laws): {e_high:.1f} eV")
print(f"Integrated motion, forward fragment: {fwd1:.2f} eV")
print(f"Integrated motion, backward fragment: {fwd2:.2f} eV")
print(f"Work F.V on forward fragment: {work_beam:.2f} eV")
print(f"Work F.(v-V) on forward fragment: {work_rel:.2f} eV")
print(f"Rms width, isotropic, formula: {half / np.sqrt(3):.1f} eV")
print(f"Rms width, isotropic, random sample: {sample.std():.1f} eV")
print(f"Rms width, cos^2 distribution: {rms_cos2:.1f} eV")
print(f"Largest laboratory angle: {np.degrees(angle):.3f} degrees")
for q in (0.1, 0.5, 2.0, 4.0):
    width = (fragment_energy(E0, q, MASS, MASS, 1)
             - fragment_energy(E0, q, MASS, MASS, -1)) / 2
    print(f"Half-width for Q = {q:.1f} eV: {width:.1f} eV")
print("Neglected effects:")
print(f"N+ centre, 1% of voltage still ahead: {gap_centre:.1f} eV")
print(f"  shift of centre: {gap_centre - centre:.1f} eV")
for a, b in ((14.0, 15.0), (15.0, 14.0)):
    lo, mid, hi = (fragment_energy(E0, Q, a, b, c) for c in (-1, 0, 1))
    print(f"14N15N, fragment {a:.0f}N low, centre, high: "
          f"{lo:.1f}, {mid:.1f}, {hi:.1f} eV")
print(f"Excitation energy taken from beam (rough): {EXCITE:.0f} eV")
print(f"  shift of centre: {coll_shift:.2f} eV")
print(f"Source energy offset (rough): {OFFSET:.0f} eV")
print(f"  shift of centre: {source_shift:.2f} eV")
print(f"Shift of N+ centre by missing electron: {electron_shift:.3f} eV")
print(f"Largest relativistic shift of the ends: {rel_shift:.1e} eV")
print("OK")
```

Printed output:

```
Parent kinetic energy E0: 10000 eV
Total centre-of-mass release Q: 1.0 eV
Fragment mass: 14 u
Parent speed V: 262.5 km/s
Fragment speed u in centre-of-mass frame: 2.625 km/s
Centre of interval: 5000.5 eV
Half-width sqrt(E0 Q): 100.0 eV
Lowest energy (lab conservation laws): 4900.5 eV
Highest energy (lab conservation laws): 5100.5 eV
Integrated motion, forward fragment: 5100.50 eV
Integrated motion, backward fragment: 4900.50 eV
Work F.V on forward fragment: 100.00 eV
Work F.(v-V) on forward fragment: 0.50 eV
Rms width, isotropic, formula: 57.7 eV
Rms width, isotropic, random sample: 57.8 eV
Rms width, cos^2 distribution: 77.5 eV
Largest laboratory angle: 0.573 degrees
Half-width for Q = 0.1 eV: 31.6 eV
Half-width for Q = 0.5 eV: 70.7 eV
Half-width for Q = 2.0 eV: 141.4 eV
Half-width for Q = 4.0 eV: 200.0 eV
Neglected effects:
N+ centre, 1% of voltage still ahead: 5050.5 eV
  shift of centre: 50.0 eV
14N15N, fragment 14N low, centre, high: 4728.2, 4828.1, 4928.0 eV
14N15N, fragment 15N low, centre, high: 5073.0, 5172.9, 5272.8 eV
Excitation energy taken from beam (rough): 10 eV
  shift of centre: -5.00 eV
Source energy offset (rough): 5 eV
  shift of centre: 2.50 eV
Shift of N+ centre by missing electron: -0.098 eV
Largest relativistic shift of the ends: 9.6e-06 eV
OK
```
